# Kanamori U and J are not Slater-averaged U and J: test program

```python
# Result under test, for a d shell with one common radial function:
#   self-repulsion of any real d orbital      U0 = U + 8 J / 7
#   mean exchange between different orbitals  Jm = 5 J / 7
# U = F0 and J = (F2 + F4)/14 are the Slater-averaged parameters;
# F0, F2, F4 are Slater integrals. U0 and Jm are the Kanamori parameters.
# Tensors are in charge-density order: V[i,j,k,l] = (ij|kl).
import numpy as np
import scipy.sparse as sp
from scipy.special import eval_legendre
from pyscf import gto

names = ["xy", "yz", "xz", "z2", "x2-y2"]
off = ~np.eye(5, dtype=bool)

# ---- angular Coulomb tensors by quadrature over two unit spheres ----
z_nodes, z_weights = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
z = np.repeat(z_nodes, 16)
weight = np.repeat(z_weights, 16) * 2 * np.pi / 16
x = np.sqrt(1 - z**2) * np.tile(np.cos(phi), 8)
y = np.sqrt(1 - z**2) * np.tile(np.sin(phi), 8)
c = np.sqrt(15 / (4 * np.pi))
orbitals = np.array([c * x * y, c * y * z, c * x * z,
                     c * (3 * z**2 - 1) / np.sqrt(12), c * (x**2 - y**2) / 2])
assert np.allclose((orbitals * weight) @ orbitals.T, np.eye(5), atol=1e-12)
pair_density = np.einsum("ip,jp,p->ijp", orbitals, orbitals, weight)
cos_angle = np.outer(x, x) + np.outer(y, y) + np.outer(z, z)


def angular_tensor(k):
    half = pair_density.reshape(25, -1)
    return (half @ eval_legendre(k, cos_angle) @ half.T).reshape(5, 5, 5, 5)


def direct(V):
    return np.einsum("iijj->ij", V)


def exchange(V):
    return np.einsum("ijij->ij", V)


def rotate(V, R):
    # rows of R are the new orbitals; complex R is allowed
    return np.einsum("ai,bj,ck,dl,ijkl->abcd", R.conj(), R, R.conj(), R, V,
                     optimize=True)


A = {k: angular_tensor(k) for k in range(7)}
for k in (1, 3, 5, 6):
    assert np.max(np.abs(A[k])) < 1e-12

rng = np.random.default_rng(4)
random_basis = np.linalg.qr(rng.normal(size=(5, 5)))[0]
for k in (2, 4):  # separately, hence for every ratio F4/F2
    for V in (A[k], rotate(A[k], random_basis)):
        assert np.allclose(np.diag(direct(V)), 4 / 49, atol=1e-12)
        row_mean = (exchange(V) * off).sum(axis=1) / 4
        assert np.allclose(row_mean, 5 / 98, atol=1e-12)
        assert np.allclose((direct(V) + 2 * exchange(V))[off], 4 / 49, atol=1e-12)
        assert np.allclose(direct(V).sum(axis=1), 0, atol=1e-12)
        parallel_mean = (direct(V) - exchange(V))[off].mean()
        assert np.isclose(parallel_mean, -1 / 14, atol=1e-12)
mean_P2 = np.sum(weight * orbitals[3]**2 * eval_legendre(2, z))
mean_P4 = np.sum(weight * orbitals[3]**2 * eval_legendre(4, z))
assert np.allclose([mean_P2, mean_P4], 2 / 7, atol=1e-12)

# ---- Gaussian d shell: two-electron integrals from pyscf ----
# The hydrogen label only marks the centre; its nucleus plays no part.
mol = gto.M(atom="H 0 0 0", basis={"H": [[2, [1.0, 1.0]]]}, spin=1, verbose=0)
G = mol.intor("int2e_sph").reshape(5, 5, 5, 5)
nodes, node_weights = np.polynomial.legendre.leggauss(80)
r, wr = 3 * (nodes + 1), 3 * node_weights
t, wt = (nodes + 1) / 2, node_weights / 2


def radial_density(s):
    return s**6 * np.exp(-2 * s**2)


norm = wr @ radial_density(r)
FG = {k: 2 * (wr * radial_density(r)) @ radial_density(np.outer(r, t))
      @ (wt * t**k) / norm**2 for k in (0, 2, 4)}
JG = (FG[2] + FG[4]) / 14
U0G = np.diag(direct(G))
JmG = exchange(G)[off].mean()
assert np.allclose(U0G, FG[0] + 8 * JG / 7, atol=1e-8)
assert np.isclose(JmG, 5 * JG / 7, atol=1e-8)

# ---- model parameters in eV ----
U, J, ratio = 4.0, 0.7, 0.625
F2 = 14 * J / (1 + ratio)
F4 = ratio * F2
V = U * A[0] + F2 * A[2] + F4 * A[4]
U0 = direct(V)[0, 0]
Jm = exchange(V)[off].mean()
Um = direct(V)[off].mean()
K = exchange(V)
assert np.isclose(U0, U + 8 * J / 7) and np.isclose(Jm, 5 * J / 7)
assert np.isclose(Um, U - 2 * J / 7)
assert np.isclose(U0 - 8 * Jm / 5, U) and np.isclose(7 * Jm / 5, J)
t2g_pairs = np.array([K[0, 1], K[0, 2], K[1, 2]])
assert np.allclose(t2g_pairs, 3 * F2 / 49 + 20 * F4 / 441)
assert np.ptp(K[off]) > 0.1  # one exchange constant cannot fit all pairs

# complex orbitals with m = 2, 1, 0, -1, -2
s = 1 / np.sqrt(2)
C = np.array([[1j * s, 0, 0, 0, s], [0, -1j * s, -s, 0, 0], [0, 0, 0, 1, 0],
              [0, -1j * s, s, 0, 0], [-1j * s, 0, 0, 0, s]])
assert np.allclose(C @ C.conj().T, np.eye(5))
VC = rotate(V, C)
self_complex = np.diag(direct(VC)).real
exchange_complex = np.einsum("abba->ab", VC).real
assert np.isclose(self_complex[0], U + 4 * F2 / 49 + F4 / 441)
assert np.isclose(self_complex[1], U + F2 / 49 + 16 * F4 / 441)
assert np.isclose(self_complex[2], U0)

# ---- many-electron energies in the full Fock space of ten spin orbitals ----
lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
sign = sp.diags([1.0, -1.0]).tocsr()
one = sp.identity(2, format="csr")
annihilate = []
for mode in range(10):
    op = sp.identity(1, format="csr")
    for site in range(10):
        factor = sign if site < mode else lower if site == mode else one
        op = sp.kron(op, factor, format="csr")
    annihilate.append(op)
hop = [[sum(annihilate[i + q].T @ annihilate[j + q] for q in (0, 5))
        for j in range(5)] for i in range(5)]
n_up = sum((a.T @ a).diagonal() for a in annihilate[:5]).round().astype(int)
n_down = sum((a.T @ a).diagonal() for a in annihilate[5:]).round().astype(int)


def hamiltonian(W):
    H = np.zeros((1024, 1024))
    contracted = np.einsum("ijjl->il", W)
    for i in range(5):
        for j in range(5):
            inner = sum(W[i, j, k, l] * hop[k][l]
                        for k in range(5) for l in range(5))
            H += 0.5 * (hop[i][j] @ inner).toarray()
            H -= 0.5 * contracted[i, j] * hop[i][j].toarray()
    return H


def ground(H, n):
    index = np.flatnonzero(n_up + n_down == n)
    return np.linalg.eigvalsh(H[np.ix_(index, index)])[0]


def kanamori_tensor(u, j):
    W = np.zeros((5, 5, 5, 5))
    for a in range(5):
        for b in range(5):
            if a == b:
                W[a, a, a, a] = u
            else:
                W[a, a, b, b] = u - 2 * j
                W[a, b, a, b] = W[a, b, b, a] = j
    return W


models = {"full Slater": V, "translated Kanamori": kanamori_tensor(U0, Jm),
          "mislabelled Kanamori": kanamori_tensor(U, J)}
d2, gap, triplet_mean = {}, {}, {}
two_up = (n_up == 2) & (n_down == 0)
for label, W in models.items():
    H = hamiltonian(W)
    assert np.allclose(H, H.T, atol=1e-10)
    d2[label] = ground(H, 2)
    gap[label] = ground(H, 6) + ground(H, 4) - 2 * ground(H, 5)
    triplet_mean[label] = np.diag(H)[two_up].mean()
    assert np.isclose(gap[label], U + 4 * J, atol=1e-8)
assert np.isclose(triplet_mean["full Slater"], U - J)
assert np.isclose(d2["translated Kanamori"], U - J)
assert np.isclose(d2["mislabelled Kanamori"], U - 3 * J)
assert np.isclose(d2["full Slater"], U - 8 * F2 / 49 - 9 * F4 / 441)
wrong_difference = U0 - Jm
assert np.isclose(wrong_difference - (U - J), 10 * J / 7)

# ---- printed numbers ----
print(f"Input Slater U = {U:.3f} eV, J = {J:.3f} eV, F4/F2 = {ratio:.3f}")
print(f"F2 = {F2:.4f} eV, F4 = {F4:.4f} eV")
print(f"z2 orbital: mean P2 = {mean_P2:.6f}, mean P4 = {mean_P4:.6f}")
print(f"Intra-orbital repulsion U0 = {U0:.4f} eV")
print(f"Mean interorbital exchange Jm = {Jm:.4f} eV")
print(f"Mean interorbital repulsion = {Um:.4f} eV")
print("Exchange integrals in eV (diagonal left out), columns "
      + ", ".join(names))
for i, name in enumerate(names):
    row = " ".join("   --  " if i == j else f"{K[i, j]:7.4f}" for j in range(5))
    print(f"  {name:6s} {row}")
print(f"Smallest, largest exchange = {K[off].min():.4f}, {K[off].max():.4f} eV")
print(f"t2g exchange = {t2g_pairs[0]:.4f} eV")
print(f"t2g interorbital repulsion = {direct(V)[0, 1]:.4f} eV")
print(f"eg exchange = {K[3, 4]:.4f} eV")
for m in (0, 1, 2):
    print(f"Complex orbital |m| = {m}: self-repulsion "
          f"= {self_complex[2 - m]:.4f} eV")
print(f"Complex orbitals: mean exchange = {exchange_complex[off].mean():.4f} eV")
for label in models:
    print(f"{label}: d2 ground energy = {d2[label]:.4f} eV")
    print(f"{label}: mean parallel-pair energy = {triplet_mean[label]:.4f} eV")
    print(f"{label}: d5 gap = {gap[label]:.4f} eV")
print(f"Correct Slater U - J = {U - J:.4f} eV")
print(f"Kanamori values used as Slater: U - J = {wrong_difference:.4f} eV")
print(f"Error of that difference = {wrong_difference - (U - J):.4f} eV")
print("Gaussian d shell, exponent 1 bohr^-2:")
print(f"  F0, F2, F4 = {FG[0]:.6f}, {FG[2]:.6f}, {FG[4]:.6f} hartree")
print(f"  F4/F2 = {FG[4] / FG[2]:.4f}, J = {JG:.6f} hartree")
print(f"  U0 = {U0G[0]:.6f} hartree, Jm = {JmG:.6f} hartree")
print(f"  (U0 - F0)/J = {(U0G[0] - FG[0]) / JG:.6f}, 8/7 = {8 / 7:.6f}")
print(f"  Jm/J = {JmG / JG:.6f}, 5/7 = {5 / 7:.6f}")
print("every check passed")
```

Running it gives:

```
Input Slater U = 4.000 eV, J = 0.700 eV, F4/F2 = 0.625
F2 = 6.0308 eV, F4 = 3.7692 eV
z2 orbital: mean P2 = 0.285714, mean P4 = 0.285714
Intra-orbital repulsion U0 = 4.8000 eV
Mean interorbital exchange Jm = 0.5000 eV
Mean interorbital repulsion = 3.8000 eV
Exchange integrals in eV (diagonal left out), columns xy, yz, xz, z2, x2-y2
  xy        --    0.5402  0.5402  0.6205  0.2991
  yz      0.5402    --    0.5402  0.3795  0.5402
  xz      0.5402  0.5402    --    0.3795  0.5402
  z2      0.6205  0.3795  0.3795    --    0.6205
  x2-y2   0.2991  0.5402  0.5402  0.6205    --  
Smallest, largest exchange = 0.2991, 0.6205 eV
t2g exchange = 0.5402 eV
t2g interorbital repulsion = 3.7197 eV
eg exchange = 0.6205 eV
Complex orbital |m| = 0: self-repulsion = 4.8000 eV
Complex orbital |m| = 1: self-repulsion = 4.2598 eV
Complex orbital |m| = 2: self-repulsion = 4.5009 eV
Complex orbitals: mean exchange = 0.5839 eV
full Slater: d2 ground energy = 2.9385 eV
full Slater: mean parallel-pair energy = 3.3000 eV
full Slater: d5 gap = 6.8000 eV
translated Kanamori: d2 ground energy = 3.3000 eV
translated Kanamori: mean parallel-pair energy = 3.3000 eV
translated Kanamori: d5 gap = 6.8000 eV
mislabelled Kanamori: d2 ground energy = 1.9000 eV
mislabelled Kanamori: mean parallel-pair energy = 1.9000 eV
mislabelled Kanamori: d5 gap = 6.8000 eV
Correct Slater U - J = 3.3000 eV
Kanamori values used as Slater: U - J = 4.3000 eV
Error of that difference = 1.0000 eV
Gaussian d shell, exponent 1 bohr^-2:
  F0, F2, F4 = 0.709939, 0.427844, 0.296200 hartree
  F4/F2 = 0.6923, J = 0.051717 hartree
  U0 = 0.769044 hartree, Jm = 0.036941 hartree
  (U0 - F0)/J = 1.142857, 8/7 = 1.142857
  Jm/J = 0.714286, 5/7 = 0.714286
every check passed
```
